# Zero Boron Flux in a Nonuniform Interstitial Supersaturation

## The form of the flux

Let $C(x)$ be the density of substitutional boron in silicon. Let $S(x)$ be the density of neutral self-interstitials divided by its equilibrium value at the same temperature. Substitutional boron is immobile. It moves when it binds an interstitial and the resulting pair migrates. Suppose for now that the hole density is uniform and equal to the intrinsic density $n_i$.

Symmetry and dimensions nearly fix the boron flux $J$. Reflection $x\to-x$ reverses $J$, so in a medium with inversion symmetry every term must contain an odd number of derivatives. For slow variation, one derivative suffices. Each moving pair contains one boron atom and one interstitial, so for dilute species $J$ is linear in $C$ and in $S$. If $D$ is the only diffusivity that enters, then

$$J=-D\left(\alpha\,S\frac{dC}{dx}+\beta\,C\frac{dS}{dx}\right), \tag{1}$$

where $\alpha$ and $\beta$ are pure numbers. We define $D$ as the boron diffusivity at $S=1$ in intrinsic material, which makes $\alpha=1$. Setting $J=0$ and dividing by $-DCS$ gives

$$\frac{1}{C}\frac{dC}{dx}=-\beta\frac{1}{S}\frac{dS}{dx}
\quad\Longrightarrow\quad C\propto S^{-\beta}. \tag{2}$$

The zero-flux profile is therefore a power of the supersaturation, and the mechanism must supply the exponent. Fick's law with a local diffusivity $DS$ has $\beta=0$ and predicts uniform boron. Pair diffusion gives $\beta=1$, as shown next. The derivation also shows what replaces the power law when the hole density $p$ is not uniform.

## The flux carried by neutral pairs

Substitutional boron is an ionized acceptor, so a neutral pair forms by

$$\mathrm{B}^-+\mathrm{I}^0+\mathrm{h}^+\rightleftharpoons(\mathrm{BI})^0. \tag{3}$$

Assume uniform temperature and material, dilute defects, and holes that obey Boltzmann statistics. If reaction (3) is in local equilibrium, mass action makes the pair density $P$ proportional to the product of the three reactant densities. The equilibrium density of a neutral interstitial does not depend on the Fermi level, because forming it exchanges no carrier. The interstitial density is thus $S$ times a uniform constant, and

$$P=\kappa\,CS\frac{p}{n_i}, \tag{4}$$

with $\kappa$ a uniform, dimensionless constant.

A neutral pair feels no drift force. With a uniform pair diffusivity $D_p$, its flux is $-D_p\,dP/dx$, and this is the whole boron flux:

$$J=-D_p\kappa\frac{d}{dx}\left(CS\frac{p}{n_i}\right). \tag{5}$$

At $S=1$ and $p=n_i$ this reduces to $-D_p\kappa\,dC/dx$. By the definition of $D$, therefore, $D=D_p\kappa$, and

$$J=-D\frac{d}{dx}\left(CS\frac{p}{n_i}\right). \tag{6}$$

For $p=n_i$ the product rule gives

$$J=-D\left(S\frac{dC}{dx}+C\frac{dS}{dx}\right), \tag{7}$$

which is (1) with $\beta=1$. The second term exists because boron in a region of large $S$ is paired, and so leaves, more often than boron in a region of small $S$. Boron that starts uniform therefore flows toward smaller $S$.

If $J=0$ throughout a connected region, (6) says that the derivative of $CSp$ vanishes there. Conversely, a constant $CSp$ gives $J=0$. Hence

$$J=0\ \text{everywhere}\quad\Longleftrightarrow\quad CSp=\text{constant}. \tag{8}$$

It follows that $C\propto1/S$ if and only if $p$ is uniform. This holds approximately when boron is dilute compared with $n_i$ and no other charge disturbs the holes. The unqualified statement that zero flux requires $C\propto1/S$ is false for extrinsic boron.

When $S$ is nonuniform, the state described by (8) is not full equilibrium. The gradient of $S$ drives an interstitial current, which outside sources and sinks must maintain, even though the boron current vanishes.

## Dose, total boron and a decaying supersaturation

For uniform $p=n_i$, write $C=A/S$. In a closed layer of thickness $L$ the mean density $\bar C$ is conserved, provided few atoms are in pairs. Averaging $C=A/S$ over the layer gives

$$A=\frac{\bar C}{\overline{1/S}},\qquad
\overline{1/S}=\frac1L\int_0^L\frac{dx}{S(x)}. \tag{9}$$

The inverse law concerns substitutional boron. Equation (4) with $\kappa=D/D_p$ gives $P=AD/D_p$, which is uniform, so the total density is

$$C+P=A\left(\frac1S+\frac{D}{D_p}\right). \tag{10}$$

Total boron follows $1/S$ only as long as $SD/D_p\ll1$. As a deliberately extreme case take $D/D_p=5\times10^{-4}$ and two points with $S=205$ and $S=995$. The substitutional densities differ by a factor $995/205=4.85$, while (10) gives a factor 3.57 for total boron.

The supersaturation may also decay while keeping its shape, $S(x,t)=g(t)s(x)$. With few pairs and uniform $p$, the profile $C\propto1/s(x)$ keeps $CS$ uniform at every instant, so it stays stationary. Boron that has not yet reached this profile approaches it more and more slowly, because the relaxation time grows as $1/g$, and it may stop well short. A change in the shape of $S$ does drive a boron flux.

## What local equilibrium contributes

Let pairs break up at rate $k$ and let substitutional boron be paired at rate $b(x)$. Detailed balance with (4) requires $b=k\kappa Sp/n_i$. The densities obey

$$\frac{\partial C}{\partial t}=kP-bC,\qquad
\frac{\partial P}{\partial t}=D_p\frac{\partial^2P}{\partial x^2}-kP+bC. \tag{11}$$

In a stationary state both left sides vanish. Adding the equations removes the exchange terms and leaves $d^2P/dx^2=0$, so $dP/dx$ is constant. Closed walls make that constant zero, and $P$ is uniform. The first equation then gives $kP=bC$, which is (4). The stationary closed layer thus obeys (8) even when exchange is slow.

At a single instant the situation differs. Zero flux then says only that $P$ is uniform. Without local equilibrium, $C$ can still have any shape, and unless that shape happens to satisfy (4) with the uniform $P$, the flux will in general not stay zero. Local equilibrium is what turns a momentary zero flux into a condition on $C$.

Slow exchange also delays the approach to the stationary state. Define the pair range $\lambda=\sqrt{D_p/k}$, the typical distance a pair travels before it breaks up. Take uniform $S$, $p=n_i$, few pairs, and a disturbance proportional to $\cos(qx)$. The small pair population adjusts quickly, so the second equation of (11) gives

$$0=-D_pq^2P-kP+k\kappa SC
\quad\Longrightarrow\quad P=\frac{\kappa SC}{1+\lambda^2q^2}. \tag{12}$$

The sum of the two equations gives $\partial C/\partial t\simeq-D_pq^2P$. With $D=D_p\kappa$, the decay rate is

$$\Gamma=\frac{DSq^2}{1+\lambda^2q^2}. \tag{13}$$

The slowest mode between closed walls has $q=\pi/L$. A finite range multiplies its relaxation time by $1+(\pi\lambda/L)^2$.

## A 20 nm layer of dilute boron

Consider silicon at 800 °C with rough values $n_i=2\times10^{18}\ \mathrm{cm^{-3}}$ and $D=4\times10^{-17}\ \mathrm{cm^2/s}$. In a closed layer of $L=20$ nm, let $S$ rise linearly from 200 at the left to 1000 at the right. Such a line is the steady solution for interstitials that diffuse with uniform diffusivity and have no sources inside the layer. The mean boron density is $10^{16}\ \mathrm{cm^{-3}}$.

For a linear $S$ the integral in (9) is a logarithm:

$$\overline{1/S}=\frac{\ln(1000/200)}{1000-200}=2.012\times10^{-3}, \tag{14}$$

so $A=10^{16}/(2.012\times10^{-3})=4.97\times10^{18}\ \mathrm{cm^{-3}}$. Dividing by $S=200$, 600 and 1000 gives boron densities of $2.49\times10^{16}$, $8.28\times10^{15}$ and $4.97\times10^{15}\ \mathrm{cm^{-3}}$ at the left, middle and right. The end-to-end ratio is 5.

At the middle, $dS/dx=40\ \mathrm{nm^{-1}}=4\times10^8\ \mathrm{cm^{-1}}$. The second term of (7) is

$$-DC\frac{dS}{dx}=-(4\times10^{-17})(8.284\times10^{15})(4\times10^8)
=-1.33\times10^8\ \mathrm{cm^{-2}s^{-1}}. \tag{15}$$

The boron gradient contributes $+1.33\times10^8\ \mathrm{cm^{-2}s^{-1}}$, and the two cancel. Neither term is small by itself.

The kinetic equations (11) provide a test that does not assume (6). They were solved on 80 cells with $\lambda=3$ nm and $D_p=10^{-10}\ \mathrm{cm^2/s}$. In the stationary solution $CS$ varied by less than one part in $10^6$ of its mean. Boron that started uniform and boron that started entirely in the leftmost cell both came within one part in $10^4$ of this solution after 1000 s.

The relaxation time can be estimated from (7). With $u=CS$, conservation of boron reads $(1/S)\,\partial u/\partial t=D\,\partial^2u/\partial x^2$. Replacing $1/S$ by its mean gives

$$\tau\approx\frac{L^2\,\overline{1/S}}{\pi^2D}
=\frac{400\times2.012\times10^{-3}}{\pi^2\times4\times10^{-3}}\ \mathrm{s}
\approx20\ \mathrm{s}, \tag{16}$$

where $D=4\times10^{-3}\ \mathrm{nm^2/s}$. The numerical value is 19.7 s, and it changes by 0.004 s when the mesh is refined from 40 to 80 cells. With $\lambda=3$ nm it becomes 25.1 s, a factor 1.28. The uniform-$S$ estimate from (13) is 1.22, which omits the gradient of $S$. After 120 s with this pair range, boron that started uniform differs from the stationary profile by at most 0.6% of the local stationary density.

## When boron controls the hole density

Now let boron be the only dopant and assume local charge neutrality. Neutral pairs do not enter the charge balance. If $n$ is the electron density, then $p-n=C$ and $pn=n_i^2$. With $h=p/n_i$,

$$h-\frac1h=\frac{C}{n_i}. \tag{17}$$

Write the constant in (8) as $CSh=n_ia$, where $a$ is dimensionless and fixed by the dose. Multiplying (17) by $Sh$ gives $S(h^2-1)=a$. With $y=a/S$,

$$h=\sqrt{1+y},\qquad \frac{C}{n_i}=\frac{h^2-1}{h}=\frac{y}{\sqrt{1+y}}. \tag{18}$$

The local exponent follows from $\ln C=\ln n_i+\ln y-\tfrac12\ln(1+y)$ and $d\ln y=-d\ln S$:

$$\frac{d\ln C}{d\ln S}=-\left[1-\frac{y}{2(1+y)}\right]
=-\frac{2+y}{2(1+y)}. \tag{19}$$

For $y\ll1$ the exponent tends to $-1$ and the inverse law returns. For $y\gg1$ it tends to $-1/2$. In that limit $p\simeq C$, so (8) becomes $C^2S=$ constant. Holes are more abundant where boron is, which promotes pairing there and makes a weaker boron gradient sufficient to balance the gradient of $S$.

Keep the layer and $S(x)$ fixed, and raise the mean boron density to $2\times10^{19}\ \mathrm{cm^{-3}}$. The dose then requires $a=5.29\times10^4$. At the left, $y=264.5$ and

$$C=2\times10^{18}\times\frac{264.5}{\sqrt{265.5}}
=3.25\times10^{19}\ \mathrm{cm^{-3}}. \tag{20}$$

At the right, $y=52.9$ and $C=1.44\times10^{19}\ \mathrm{cm^{-3}}$. The ratio is 2.25, close to $\sqrt5=2.24$ and far from 5. The exponents at the two ends are $-0.502$ and $-0.509$. A fixed linear $S$ is consistent with this stationary state, in which pairs carry no flux. While dense boron is still redistributing, the pairs probably carry more interstitials than free diffusion does, and $S$ would then be distorted.

## Charged pairs and a vacancy path

Suppose instead that the pair is negative, $\mathrm{B}^-+\mathrm{I}^0\rightleftharpoons(\mathrm{BI})^-$. Mass action now gives $P=(D/D_p)CS$, without $p$, but the pair drifts. Let $\phi$ be the electrostatic potential in units of the thermal voltage. A carrier of charge $-1$ has flux $-D_p(dP/dx-P\,d\phi/dx)$. Holes in equilibrium satisfy $p\propto e^{-\phi}$, so $d\phi/dx=-(1/p)\,dp/dx$, and

$$J=-D_p\left(\frac{dP}{dx}+\frac Pp\frac{dp}{dx}\right)
=-\frac{D}{p}\frac{d}{dx}(CSp). \tag{21}$$

The flux differs from (6) by the factor $n_i/p$, but it vanishes under the same condition (8). As a test, the dense layer was evolved for 1000 s from uniform boron on 80 cells, once with neutral and once with negative pairs. Both profiles agreed with (18) to within one part in $10^3$.

Vacancies can offer a second path. Assume that boron follows it as a bound boron-vacancy pair that migrates as a unit; simple exchange with unbound vacancies obeys a different flux law. Let $f_I$ and $f_V=1-f_I$ be the interstitial and vacancy shares of $D$ at equilibrium, and let $S_I$ and $S_V$ be the two supersaturations. With both paths in local equilibrium and $p=n_i$, the fluxes add, and zero total flux requires

$$C\,(f_IS_I+f_VS_V)=\text{constant}. \tag{22}$$

For an assumed $f_V=0.02$ and $S_V=1$, the vacancy term in the example is at most $0.02/(0.98\times200)=1.0\times10^{-4}$ of the interstitial term.

## The example beside real silicon

Implantation damage in silicon releases interstitials from extended defects. Supersaturations of hundreds to about a thousand near 800 °C are a rough typical range for the early part of an anneal. The value 200 at the left wall is high if that wall is a free surface that absorbs interstitials well. If $S$ fell to 1 there, with the right side held at 1000, the stationary ratio in the dilute law would be 1000 instead of 5. Equation (9) would then put $1.4\times10^{18}\ \mathrm{cm^{-3}}$ of boron at the surface, but in a peak only about 0.02 nm wide. That is less than an atomic spacing, so the continuum value at the wall has no direct physical meaning. It is also far less than the Debye length, so the holes would not follow the peak and the locally neutral result (18) would not apply to it. The peak would also form slowly: where $S=1$ the local exchange time is $\lambda^2/D\approx2250$ s at the assumed pair range, and 120 s from uniform boron brings the wall density only to about $10^{17}\ \mathrm{cm^{-3}}$. Thickness matters too: at the same end values of $S$, the local-equilibrium relaxation time grows as $L^2$ and reaches about 490 s for 100 nm. A 120 s anneal would leave such a layer short of its stationary profile.

Other corrections to the dilute example can be sized:

- The variation of $p$ caused by boron itself shifts the end densities by at most about 0.31% at fixed dose if local neutrality is assumed. Space charge makes the shift smaller.
- A positive interface charge of $10^{11}$ elementary charges per $\mathrm{cm^2}$ at the left wall repels holes over a Debye length of 3.9 nm. By (8), $CS$ must rise where $p$ falls. With a relative permittivity of 11.7, the Poisson equation gives a net rise of 6.3% at that wall relative to the right wall. The charge alone contributes about 6.6%, and the holes supplied by the boron itself offset about 0.25%.
- With the assumed $D_p=10^{-10}\ \mathrm{cm^2/s}$, pairs amount to at most $4\times10^{-4}$ of the local substitutional boron.

Clustering needs a separate estimate. Let a pair be captured irreversibly when it comes within $R=0.5$ nm of a substitutional boron atom. Diffusion-limited capture has the rate $4\pi RD_pPC$ per volume, and each event removes two boron atoms. Using $D_pP=DA$, the fractional loss rate is $8\pi RDA$. Over 120 s it removes about

$$8\pi(5\times10^{-8})(4\times10^{-17})(4.97\times10^{18})(120)=0.030 \tag{23}$$

of the dilute boron. Pairs that form close to a target raise the rate at first, by a factor $1+R/\lambda=1.17$ at the assumed pair range. This excess fades during the anneal as the surroundings of each target are depleted, so the loss stays near 0.03. In the dense layer $A$ is replaced by $n_ia$, and the capture time $1/(8\pi RDn_ia)$ is only 0.19 s if pairs stay in local equilibrium. At the assumed pair range, capture is about as fast as break-up, which depletes the pairs and lengthens this time to roughly 0.4 s if $S$ is held fixed. Clusters also consume interstitials, probably faster than diffusion from the walls can replace them. $S$ then falls inside the layer, and clustering may take several seconds or somewhat longer. Unless clusters dissolve about as fast as they form, they would dominate the dense layer long before 120 s. The dense profile is therefore a limit of the cluster-free model and not a process prediction. Within that model, space charge shifts the profile by up to 8.6% of the locally neutral density and raises the end-to-end ratio from 2.25 to about 2.5. The leading degeneracy correction to the hole activity is 5.9% at the left end for an assumed density-of-states mass of $1.1\,m_e$, and it ranges from roughly 4% to 10% for masses from $1.4$ to $0.8\,m_e$.

The inverse law is thus usable as a design estimate when no boron crosses the faces of the layer, boron is dilute, $p$ is nearly uniform, clustering is weak, and the shape of $S$ persists for several relaxation times, which lengthen as the level of $S$ falls. The first condition fails where the silicon simply continues beyond the layer, because boron can then cross that face in either direction. The dose relation (9) no longer holds there, and $CS$ is not uniform while boron still flows. Clustering can be more restrictive than diluteness: the estimate (23) grows in proportion to the boron density and reaches about 0.3 at a mean of $10^{17}\ \mathrm{cm^{-3}}$, which is only 5% of $n_i$. Depletion of the boron during the anneal lowers the loss there to about 0.23. The main computed values are collected in the numerical output.

## Numbers as computed

```
temperature: 1073.15 K
rough intrinsic density: 2.00e+18 cm^-3
rough equilibrium diffusivity: 4.00e-17 cm^2/s
layer thickness: 20.0 nm
supersaturation at left, right: 200, 1000
dilute mean boron: 1.00e+16 cm^-3
mean of 1/S: 2.01180e-03
constant A = C*S: 4.9707e+18 cm^-3
dilute boron at left: 2.4853e+16 cm^-3
dilute boron at middle: 8.2845e+15 cm^-3
dilute boron at right: 4.9707e+15 cm^-3
mid-layer flux from boron gradient: 1.3254e+08 cm^-2 s^-1
mid-layer flux from S gradient: -1.3254e+08 cm^-2 s^-1
relaxation time, local equilibrium: 19.661 s
its shift from 40 to 80 cells: -0.0044 s
assumed pair range: 3.0 nm
relaxation time with this pair range: 25.144 s
assumed anneal time: 120 s
largest unfinished deviation: 0.577 %
dilute end shift from nonuniform p: 0.310 %
assumed interface charge: 1.0e+11 e/cm^2
intrinsic Debye length: 3.866 nm
C*S surface shift from this charge: 6.33 %
assumed vacancy share at equilibrium: 0.020
largest vacancy/interstitial term, S_V=1: 1.02e-04
assumed pair diffusivity: 1.0e-10 cm^2/s
largest pair/substitutional ratio: 4.00e-04
assumed capture radius: 0.50 nm
dilute capture-loss estimate: 3.00 %
many-pair test, substitutional end-cell ratio: 4.854
many-pair test, total-boron end-cell ratio: 3.573
dense mean boron: 2.00e+19 cm^-3
dense constant a: 5.2903e+04
dense boron at left: 3.2467e+19 cm^-3
dense boron at right: 1.4411e+19 cm^-3
dilute left/right ratio: 5.000
dense left/right ratio: 2.253
dense exponent at left: -0.5019
dense exponent at right: -0.5093
dense largest space-charge shift: 8.63 %
rough hole density-of-states mass: 1.10 m_e
dense leading degeneracy correction: 5.88 %
dense initial capture time: 1.880e-01 s
```
